# Why semilocal functionals fail to self-trap a polaron

**Question.** An extra electron in a deformable crystal can lower its energy by gathering on one site and distorting the lattice around it, which makes a small polaron. Why can a calculation with a semilocal density functional leave the same electron spread over the whole supercell, even where the lattice would pay for localisation?

**Answer.** A semilocal functional makes a fraction of an electron too cheap. The discount is measured from the straight line between zero and one electron. An electron divided among well-separated sites collects it on every site, whereas an electron sitting whole on one site lies on the line. The lattice relaxation has to beat the discount as well as the genuine cost of giving up band motion. The argument below starts with one site, adds the lattice, and then finds how much spurious curvature a cluster can bear.

## The discount on a fraction of an electron

Let a site have a rigid, normalised orbital with density $\rho(\mathbf r)$, holding $n$ electrons of one spin, $0\le n\le 1$. Kinetic energy and the attraction to fixed nuclei are linear in $n$. A single electron does not repel itself, so the true energy has no further term.

An approximate functional adds a self-interaction energy $w(n)$. The Hartree energy is quadratic in the density, and local spin-density (LSDA) exchange goes as its power $4/3$. Hence

$$w(n)=Un^2-Xn^{4/3},$$

$$U=\frac{e^2}{8\pi\varepsilon_0}\iint\frac{\rho(\mathbf r)\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r',\qquad X=\frac34\left(\frac6\pi\right)^{1/3}\frac{e^2}{4\pi\varepsilon_0}\int\rho^{4/3}\,d^3r .$$

The two terms may nearly cancel at $n=1$, but having different powers they cannot cancel at every $n$. Exact exchange would be $-Un^2$ and would cancel the Hartree term throughout.

What matters for spreading is the position of $w$ relative to the straight line from $w(0)=0$ to $w(1)=U-X$:

$$w(n)-n\,w(1)=-U(n-n^2)+X(n-n^{4/3}).$$

Since $n-n^{4/3}=n(1-n^{1/3})$ and $n-n^2=n(1-n^{1/3})(1+n^{1/3}+n^{2/3})$,

$$w(n)-n\,w(1)=-(n-n^2)\left[U-\frac{X}{1+n^{1/3}+n^{2/3}}\right].$$

For $0<n<1$ the denominator exceeds 1, so the right side is negative whenever $X\le U$: the curve sags below its chord. This is the precise content of "convex energy" here. Strict convexity fails at small $n$, because $w''=2U-\tfrac49Xn^{-2/3}$ is negative for $n<(2X/9U)^{3/2}$. The chord property survives there, and it is all that the argument needs.

Now divide one electron equally among $M$ identical, distant sites, with no lattice response. For $X\le U$ the energy changes by

$$M\,w(1/M)-w(1)=M\left[w(1/M)-\tfrac1M w(1)\right]<0 .$$

The correct change is zero. The exact functional is indifferent between the whole electron and the divided one, so a small lattice gain can decide. The semilocal functional has already decided for division.

For an exponential orbital $\rho\propto e^{-2r/a}$ with $a=0.10$ nm, the values are $U=4.500$ eV and $X=3.860$ eV. The PBE functional, evaluated numerically with its correlation, gives a total self-energy of $-0.054$ eV for the whole electron, $-1.504$ eV for two distant halves and $-1.992$ eV for four distant quarters. The near-cancellation for the whole electron hides an error of more than 1 eV for its parts.

## A cluster in which the lattice competes

Take $N$ equivalent sites with real amplitudes $\psi_i$, occupations $n_i=\psi_i^2$ and $\sum_i n_i=1$. Every pair of sites is connected by hopping $-t$, with $t>0$. Each site has a classical displacement $x_i$, a stiffness $K$ and a linear coupling $g$ to its occupation. Zero-point motion and Coulomb energies between sites are left out.

Replace the sagging curve by the simplest one with correct end points, $\tfrac12Cn(n-1)$. Its second derivative is the curvature $C$, and $C=0$ is the correct value for one electron. A term linear in $n_i$ would add only a constant, since the total charge is fixed. The energy is

$$E=-t\sum_{i\ne j}\psi_i\psi_j+\sum_i\left[\tfrac12Kx_i^2-gx_in_i+\tfrac12Cn_i(n_i-1)\right].$$

Setting $\partial E/\partial x_i=Kx_i-gn_i=0$ gives $x_i=gn_i/K$. The lattice terms become $g^2n_i^2/2K-g^2n_i^2/K=-E_pn_i^2$, with

$$E_p=\frac{g^2}{2K}.$$

This is the lattice gain for a whole electron on one site. As a function of $n_i$ it has curvature $-2E_p$, opposed to the electronic curvature $C$.

The opposition is visible in the potential that the electron feels, $v_i=-gx_i+C(n_i-\tfrac12)$. If site 1 holds more charge than site 2, its well relative to site 2 has depth

$$v_2-v_1=\left(\frac{g^2}{K}-C\right)(n_1-n_2)=(2E_p-C)(n_1-n_2).$$

The lattice digs a well and the electron's spurious repulsion from itself fills it in. At $C=2E_p$ nothing is left. In this cluster trapping fails earlier, because even a finite well must repay the lost band energy.

## The threshold

Let $S=\sum_i\psi_i$ and $Q=\sum_i\psi_i^4$. The hopping sum is $\sum_{i\ne j}\psi_i\psi_j=S^2-1$, so

$$E=-t(S^2-1)-\Lambda Q-\tfrac12C,\qquad \Lambda=E_p-\tfrac12C .$$

In the uniform state $\psi_i=N^{-1/2}$, so that $S^2=N$ and $Q=1/N$. Its band energy is $-B$, with $B=(N-1)t$. Relative to it,

$$E-E_{\rm uni}=t(N-S^2)-\Lambda\left(Q-\frac1N\right).$$

Both brackets are non-negative: the first is the band energy lost by localising, and the second measures the concentration of charge. For $\Lambda\le0$ the uniform state is therefore lowest. Let $\Lambda>0$ from here on.

**The shape of a trapped state.** Amplitudes may be taken non-negative, since replacing them by their magnitudes cannot raise the hopping energy. Making $E-\mu(\sum_i\psi_i^2-1)$ stationary, with $\mu$ the multiplier of the norm, gives for every site

$$2\Lambda\psi_i^3+\mu\psi_i+tS=0 .$$

This cubic has no quadratic term, so its roots add to zero, and their product $-tS/2\Lambda$ is negative. It thus has at most two positive roots. A non-uniform state has two amplitudes $a>b>0$, the third root being $-(a+b)$. The sum of pairwise products of the roots gives $\mu=-2\Lambda(a^2+ab+b^2)$.

Suppose two sites had the large amplitude. Change them by $+\eta$ and $-\eta$, a direction that keeps the norm to first order and leaves $S$ unchanged. The second-order change of the constrained energy is

$$-2\eta^2(6\Lambda a^2+\mu)=-4\Lambda\eta^2(a-b)(2a+b)<0 .$$

Such a state is not a minimum. The lowest non-uniform state therefore has one large site and $N-1$ equal small ones.

**The price of localising.** Write $m=N-1$ and $r=a/b>1$. Normalisation gives $b^2=1/(r^2+m)$. Then

$$N-S^2=\frac{(m+1)(r^2+m)-(r+m)^2}{r^2+m}=\frac{m(r-1)^2}{r^2+m},$$

$$Q-\frac1N=\frac{N(r^4+m)-(r^2+m)^2}{N(r^2+m)^2}=\frac{m(r^2-1)^2}{N(r^2+m)^2}.$$

A trapped state beats the uniform one when $\Lambda$ exceeds the ratio of lost band energy to concentration,

$$R(r)=t\,\frac{N-S^2}{Q-1/N}=tN\,\frac{r^2+m}{(r+1)^2}.$$

Its derivative is

$$\frac{dR}{dr}=\frac{2tN(r-m)}{(r+1)^3},$$

so the smallest value lies at $r=m$ and equals $tN\,m(m+1)/(m+1)^2=mt=B$. If $\Lambda>B$, the state with $r=m$ (for $N=2$, one with $r$ slightly above 1) lies below the uniform state. If $\Lambda\le B$, no state does. Hence the electron self-traps if and only if

$$\boxed{\,C<2(E_p-B)\,}$$

The curvature must be compared with twice the lattice gain, after the band energy has been subtracted. Even with $C=0$, trapping requires $E_p>B$, so a delocalised result is not by itself a sign of functional error.

At the threshold the large site holds

$$n=\frac{r^2}{r^2+m}=\frac{m}{m+1}=\frac{N-1}{N}.$$

For $N>2$ this differs from the uniform value $1/N$, so the polaron vanishes by a jump. For $N=2$ the two values coincide and the change is continuous.

## Numbers for four sites

Choose round model parameters that stand for no particular material: $t=0.10$ eV, $K=1000$ eV/nm² and $g=40$ eV/nm. Then

$$E_p=\frac{40^2}{2\times1000}=0.80\ \text{eV},\qquad B=3\times0.10=0.30\ \text{eV},$$

$$C_{\rm th}=2(0.80-0.30)=1.00\ \text{eV}=1.602\times10^{-19}\ \text{J}.$$

Minimising the full energy over amplitudes and displacements gives the following results, where the trap energy is the lowest energy minus that of the uniform state.

| $C$ (eV) | largest $n$ | trap energy (eV) |
|---:|---:|---:|
| −0.50 | 0.992 | −0.503 |
| 0.00 | 0.985 | −0.321 |
| 0.50 | 0.963 | −0.146 |
| 0.95 | 0.828 | −0.010 |
| 1.05 | 0.250 | 0.000 |
| 1.50 | 0.250 | 0.000 |

At $C=1.50$ eV the electron is already delocalised, although $C$ is still below $2E_p=1.60$ eV. The first row shows the opposite error: negative curvature overbinds the polaron relative to $C=0$.

At $C=0.50$ eV the lattice digs a well of 1.520 eV and the self-repulsion removes 0.475 eV, leaving 1.045 eV. The polaron survives, but its trap energy is less than half the correct model value.

The energies show where the error sits. In the uniform state the spurious term is

$$N\cdot\frac C2\cdot\frac1N\left(\frac1N-1\right)=-\frac C2\left(1-\frac1N\right),$$

which is $-0.25\times0.75=-0.1875$ eV at $C=0.50$ eV. It takes the uniform energy from $-0.5000$ to $-0.6875$ eV. The trapped energy moves only from $-0.8213$ to $-0.8331$ eV. In the quadratic model, whose error is set to zero for a whole electron, the polaron's energy barely changes and that of the competitor is lowered. Only the difference between the two is fixed, since a term linear in $n_i$ shifts both alike. With the LSDA self-energy itself, the whole electron is raised by $U-X=0.64$ eV and four quarters are lowered by $4^{-1/3}X-U/4=1.31$ eV.

This error is easy to overlook in a large cell. With $q$ electrons spread uniformly, the spurious energy is $\tfrac12C(q^2/N-q)$. Its curvature in $q$ is $C/N$, which vanishes as the cell grows, while the wrong slope $-C/2$ at $q=0$ remains. The value $-C/2$ belongs to the quadratic form. For the LSDA curve of the empty rigid orbital the same quantity is $Uq^2/N-Xq^{4/3}N^{-1/3}-(U-X)q$; at fixed $q>0$ its curvature also vanishes as $N$ grows, though only as $N^{-1/3}$, and the slope that survives is $-(U-X)=-0.64$ eV. This slope is measured from the chord and equals $-w(1)$: the self-energy $Uq^2/N-Xq^{4/3}N^{-1/3}$ of the spread charge itself tends to zero, and what remains is the error of the whole electron on one site. For distant, empty sites the discount for spreading one whole electron thus depends on the number of sites: it is 1.95 eV at $N=4$, peaks at about 2.0 eV near $N=7$ and falls to 1.02 eV at $N=1000$. For the PBE curve it is 1.94 eV at $N=4$ and 0.62 eV at $N=1000$. Because $w(1)=-0.054$ eV is negative there, the discount finally turns into a penalty of at most 0.054 eV, but only beyond a million sites. This decline belongs to the empty orbital, whose exchange goes as $n^{4/3}$ at small $n$. Where the added orbital lies on electrons of the same spin that the ion already holds, exchange is smooth at $n=0$, and the discount rises with $N$ and levels off, as in the quadratic form. The numbers also omit the Coulomb energy between the parts in a finite cluster, or between a localised charge and its periodic images; at fixed site spacing this too falls as $N^{-1/3}$ and is of similar size. They are therefore not the size dependence of a real supercell. A nearly straight energy curve for a delocalised state therefore does not show that the functional is free of the error.

## Why the starting geometry can matter

Both states can be local minima at the same $C$. At the uniform state the stationarity condition gives $\mu=-tN-2\Lambda/N$. For a small change $\delta_i$ with $\sum_i\delta_i=0$, the second-order energy is

$$\left(-\frac{6\Lambda}{N}-\mu\right)\sum_i\delta_i^2=\left(tN-\frac{4\Lambda}{N}\right)\sum_i\delta_i^2 .$$

The uniform state is locally stable for $\Lambda<N^2t/4=0.40$ eV, that is, for $C>0.80$ eV.

For the trapped state, the product of the roots gives $2\Lambda ab(a+b)=tS$. Inserting $a=rb$, $S=(r+m)b$ and $b^2=1/(r^2+m)$,

$$\frac{\Lambda}{t}=\frac{(r+m)(r^2+m)}{2r(r+1)} .$$

No trapped solution exists when $\Lambda/t$ is below the minimum of the right side over $r>1$. For four sites this happens above $C=1.021$ eV. Self-consistent runs started from a localised electron stay trapped just below this value and spread just above it.

Between 0.80 and 1.00 eV the polaron is the ground state, yet a relaxation started close to the uniform state can remain there. Between 1.00 and 1.021 eV a polaron can be found although it is not the ground state. A single relaxation from the perfect lattice cannot settle the question; the energies of both solutions must be compared.

## How far the result reaches

The threshold formula is proved for the fully connected cluster with a quadratic site error. In a large lattice of another shape, the same expression follows from a simple trial state. An electron wholly on one site has energy $-E_p$, and the uniform state tends to $-B-C/2$, where $B$ is now that lattice's band-bottom depth. The localised trial state is lower if $C<2(E_p-B)$. There the condition is sufficient for the uniform state to lose, but not necessary. A small amplitude $\delta$ on the neighbouring sites gains hopping energy at first order in $\delta$ and costs lattice energy only at second order, so the relaxed polaron lies below $-E_p$ and still wins above this value of $C$. How far above depends on the lattice. In a long chain a state of width $L$ sites costs band energy of order $t/L^2$ and gains of order $\Lambda/L$, so any $\Lambda>0$ binds a broad polaron and the uniform state loses until $C$ approaches $2E_p$. The limit $-B-C/2$ is again a property of the quadratic form.

The quadratic form can be checked against the PBE curve itself. At $n=\tfrac12$ the quadratic sags by $C/8$, and the PBE curve of the orbital above sags by 0.725 eV, so its equivalent curvature is $8\times0.725=5.8$ eV. This is a bare value for distant sites. At a real bond length the parts of the divided electron also repel each other spuriously: as point charges, two halves $R=0.3$ nm apart cost $e^2/(4\pi\varepsilon_0\cdot4R)\approx1.2$ eV, most of their discount of $1.504-0.054=1.45$ eV. In a solid the other electrons screen the curvature as well. The one-electron site model calculates neither reduction. Multiplying the PBE curve by a chosen factor imitates this crudely. With a factor of 0.1 (equivalent $C=0.58$ eV) the four-site electron remains trapped, with $n\approx0.96$ on one site. With a factor of 0.5 (equivalent $C=2.90$ eV) it spreads evenly. Both outcomes fall on the side of 1.00 eV that the quadratic model predicts, but they lie far from it and do not locate the threshold for the PBE curve. That curve is not quadratic: four quarters gain $1.992-0.054=1.938$ eV, against $5.8\times0.375\approx2.17$ eV for the quadratic fitted at $n=\tfrac12$, so its threshold need not lie at an equivalent $C$ of 1.00 eV.

The model also shows why exact exchange helps. Replacing a fraction $\alpha$ of LSDA exchange by exact exchange gives

$$Un^2-\alpha Un^2-(1-\alpha)Xn^{4/3}=(1-\alpha)\,w(n),$$

so the whole sag shrinks by the factor $1-\alpha$. For one rigid orbital, full exact exchange removes it. In a real solid the other electrons respond to the added charge, so this model cannot prescribe the best fraction. The aim carries over: the energy should be straight in fractional charge for the localised state, so that the lattice gain and the band energy decide whether the electron traps.

The numerical check tests the threshold for four and six sites, both stability limits, and the sag of the LSDA and PBE curves.

## Computed results

```
Orbital radius: 0.10 nm
Hartree self-energy U: 4.500 eV
LSDA exchange magnitude X: 3.860 eV
LSDA inflection occupation: 0.083
LSDA exchange: sag at n=1/2 -0.727 eV, equivalent C 5.815 eV
PBE: sag at n=1/2 -0.725 eV, equivalent C 5.799 eV
PBE self-energy spread over 1 far sites: -0.054 eV
PBE self-energy spread over 2 far sites: -1.504 eV
PBE self-energy spread over 4 far sites: -1.992 eV
Sites N: 4; hopping t: 0.10 eV
Stiffness K: 1000 eV/nm^2 = 160.2 N/m
Coupling g: 40 eV/nm; full displacement g/K: 0.040 nm
Lattice gain Ep: 0.800 eV; lattice curvature: -1.600 eV
Band-bottom depth B: 0.300 eV
Predicted threshold C: 1.000 eV = 1.6022e-19 J
Trap energy = lowest energy minus uniform energy
C -0.50 eV: largest n 0.992, E -0.8158 eV, uniform E -0.3125 eV
  trap energy -0.5033 eV; lattice well 1.582 eV, electronic hump -0.494 eV
C  0.00 eV: largest n 0.985, E -0.8213 eV, uniform E -0.5000 eV
  trap energy -0.3213 eV; lattice well 1.567 eV, electronic hump 0.000 eV
C  0.50 eV: largest n 0.963, E -0.8331 eV, uniform E -0.6875 eV
  trap energy -0.1456 eV; lattice well 1.520 eV, electronic hump 0.475 eV
C  0.95 eV: largest n 0.828, E -0.8661 eV, uniform E -0.8562 eV
  trap energy -0.0099 eV; lattice well 1.233 eV, electronic hump 0.732 eV
C  1.05 eV: largest n 0.250, E -0.8937 eV, uniform E -0.8938 eV
  trap energy 0.0000 eV; no well
C  1.50 eV: largest n 0.250, E -1.0625 eV, uniform E -1.0625 eV
  trap energy 0.0000 eV; no well
C  2.00 eV: largest n 0.250, E -1.2500 eV, uniform E -1.2500 eV
  trap energy 0.0000 eV; no well
Numerical threshold, 4 sites: C 1.000000 eV, largest n 0.7500
Numerical threshold, 6 sites: C 0.600000 eV, largest n 0.8333
Uniform state locally stable above C: 0.8000 eV
Trapped state metastable up to C: 1.0212 eV
PBE site curve times 0.0: equivalent C 0.000 eV, largest n 0.985
  trap energy -0.3213 eV
PBE site curve times 0.1: equivalent C 0.580 eV, largest n 0.965
  trap energy -0.1378 eV
PBE site curve times 0.5: equivalent C 2.900 eV, largest n 0.250
  trap energy 0.0000 eV
```
